**Recovering the unperturbed levels of a Fermi doublet**

For one bright and one dark state, the program tests $g=S(R-1)/(R+1)$ and $|W|=S\sqrt R/(R+1)$. Here $g$ is the bright-minus-dark gap, $W$ the coupling, $S$ the observed splitting and $R$ the upper-to-lower line-strength ratio. It asserts that a numerical solution of the inverse problem and the diagonalization of 100 random doublets agree with these formulas, and that the spectral moments give the bright level and $W^2$. For $S=20$ cm⁻¹ and $R=3$, the output gives $g=10$ cm⁻¹ and $|W|=8.66$ cm⁻¹. Further assertions cover the bias from an overtone with its own transition moment, and a two-mode cubic model compared with perturbation theory. An overtone moment of ±5 per cent of the bright one shifts the apparent gap to 11.68 or 8.22 cm⁻¹, while distant levels in the two-mode model shift it to 10.27 cm⁻¹. The program also checks the rotational-envelope and thermal-population formulas against explicit sums or line lists, using rough molecular values at 300 K.

## Numerical verification

```python
"""Fermi doublet: recover the unperturbed gap and coupling from two lines.

Result under test, for one bright state b and one dark state d:
    gap = E_b - E_d = S (R - 1)/(R + 1),   |W| = S sqrt(R)/(R + 1)
S: observed splitting; R: line-strength ratio, upper line over lower line;
W: coupling of b and d. Line strength means squared transition moment.
All energies are wavenumbers in cm^-1 unless a label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import root


def recover(splitting, ratio):
    """Gap and coupling magnitude from the derived formulas."""
    gap = splitting * (ratio - 1) / (ratio + 1)
    coupling = splitting * np.sqrt(ratio) / (ratio + 1)
    return gap, coupling


def doublet(gap, coupling, dark_moment=0.0):
    """Energies and strengths (lower, upper) by direct diagonalization."""
    matrix = np.array([[gap / 2, coupling], [coupling, -gap / 2]])
    energies, vectors = np.linalg.eigh(matrix)
    strengths = (np.array([1.0, dark_moment]) @ vectors) ** 2
    return energies, strengths


line_up, line_low, ratio = 3310.0, 3290.0, 3.0
splitting = line_up - line_low
gap, coupling = recover(splitting, ratio)
centre = (line_up + line_low) / 2
bright_level, dark_level = centre + gap / 2, centre - gap / 2
f_up, f_low = ratio / (1 + ratio), 1 / (1 + ratio)
theta = np.arctan(1 / np.sqrt(ratio))


# Numerical inverse problem, solved without the derived formulas.
def mismatch(unknowns):
    energies, strengths = doublet(*unknowns)
    return [energies[1] - energies[0] - splitting,
            10 * (strengths[1] / strengths.sum() - f_up)]


solution = root(mismatch, [6.0, 7.0], tol=1e-11)
assert solution.success
assert np.allclose(solution.x, [gap, coupling], atol=1e-6)

# Random doublets: inversion, spectral moments and both sign rules.
rng = np.random.default_rng(4)
for _ in range(100):
    true_gap = rng.uniform(-30, 30)
    true_w = rng.uniform(1, 20) * rng.choice([-1, 1])
    e, s = doublet(true_gap, true_w)
    found = recover(e[1] - e[0], s[1] / s[0])
    assert np.allclose(found, [true_gap, abs(true_w)], atol=1e-8)
    centroid = s @ e
    assert abs(centroid - true_gap / 2) < 1e-9
    assert abs(s @ (e - centroid) ** 2 - true_w ** 2) < 1e-8
    e_flip, s_flip = doublet(true_gap, -true_w)
    assert np.allclose(e, e_flip) and np.allclose(s, s_flip)
gap_reversed, coupling_reversed = recover(splitting, 1 / ratio)
centroid_lines = f_up * line_up + f_low * line_low
variance_lines = (f_up * (line_up - centroid_lines) ** 2
                  + f_low * (line_low - centroid_lines) ** 2)
assert abs(centroid_lines - bright_level) < 1e-9

# An overtone with its own moment turns the apparent mixing angle.
biased = {}
for r in (-0.05, 0.05):
    e, s = doublet(gap, coupling, r)
    biased[r] = (s[1] / s[0], *recover(e[1] - e[0], s[1] / s[0]))
    angle = 2 * theta - 2 * np.arctan(r)
    expected = [splitting * np.cos(angle), splitting * np.sin(angle) / 2]
    assert np.allclose(biased[r][1:], expected, atol=1e-8)

# Two oscillators with cubic coupling k q1 q2^2, including distant levels.
size1, size2 = 8, 16


def coordinate(size):
    upper = np.diag(np.sqrt(np.arange(1, size) / 2), 1)
    return upper + upper.T


q1 = np.kron(coordinate(size1), np.eye(size2))
q2 = np.kron(np.eye(size1), coordinate(size2))
n1 = np.repeat(np.arange(size1), size2)
n2 = np.tile(np.arange(size2), size1)
zero_order = bright_level * n1 + dark_level / 2 * n2
cubic = 2 * coupling
perturbation = cubic * q1 @ q2 @ q2
ground, b, d = 0, size2, 2
assert abs(perturbation[b, d] - cubic / 2) < 1e-10

levels, states = np.linalg.eigh(np.diag(zero_order) + perturbation)
weight = states[b] ** 2 + states[d] ** 2
low, up = np.sort(np.argsort(weight)[-2:])
g_state = states[:, np.argmax(states[ground] ** 2)]
strength = (g_state @ q1 @ states) ** 2
full_splitting = levels[up] - levels[low]
full_ratio = strength[up] / strength[low]
full_gap, full_coupling = recover(full_splitting, full_ratio)

# Independent prediction: second-order shifts and first-order dark moment.
outside = np.array([i for i in range(size1 * size2) if i not in (b, d)])


def shift(state):
    return np.sum(perturbation[state, outside] ** 2
                  / (zero_order[state] - zero_order[outside]))


shift_b, shift_d = shift(b), shift(d)
effective_gap = gap + shift_b - shift_d
excited = np.arange(1, size1 * size2)
moment_d = np.sum(perturbation[ground, excited] * q1[excited, d]
                  / (zero_order[ground] - zero_order[excited]))
moment_d += np.sum(q1[ground, outside] * perturbation[outside, d]
                   / (zero_order[d] - zero_order[outside]))
induced_r = moment_d / q1[ground, b]
e, s = doublet(effective_gap, coupling, induced_r)
predicted_gap, predicted_w = recover(e[1] - e[0], s[1] / s[0])
# Remaining differences are of higher order in coupling/wavenumber.
assert abs(full_splitting - (e[1] - e[0])) < 0.02
assert abs(full_gap - predicted_gap) < 0.02
assert abs(full_coupling - predicted_w) < 0.02

# Integrated absorption contains one factor of wavenumber.
strength_ratio = ratio * line_low / line_up
absorption_gap, absorption_w = recover(splitting, strength_ratio)

# Rough linear-molecule values: rotation and hot population at 300 K.
temperature, rotational_b = 300.0, 1.2
bends = np.array([600.0, 700.0])
thermal = const.k * temperature / (const.h * const.c * 100)
j = np.arange(0, 80)
boltzmann = np.exp(-rotational_b * j * (j + 1) / thermal)
r_peak = 2 * rotational_b * (j[np.argmax((j + 1) * boltzmann)] + 1)
p_peak = -2 * rotational_b * j[np.argmax(j * boltzmann)]
envelope = np.sqrt(8 * rotational_b * thermal)
# Discrete lines can move each maximum by one line spacing.
assert abs(r_peak - p_peak - envelope) < 4 * rotational_b
ground_fraction = np.prod((1 - np.exp(-bends / thermal)) ** 2)
v = np.arange(200)
partition = [np.sum((v + 1) * np.exp(-v * x / thermal)) for x in bends]
assert abs(ground_fraction - 1 / np.prod(partition)) < 1e-12

to_mev = const.h * const.c * 100 / const.e * 1000
print(f"Input lines, upper and lower: {line_up:.1f}, {line_low:.1f} cm^-1")
print(f"Splitting S: {splitting:.2f} cm^-1; strength ratio R: {ratio:.2f}")
print(f"Strength fractions, upper and lower: {f_up:.3f}, {f_low:.3f}")
print(f"Mixing angle: {np.degrees(theta):.2f} degrees")
print(f"Unperturbed gap: {gap:.3f} cm^-1 = {gap * to_mev:.3f} meV")
print(f"Coupling |W|: {coupling:.3f} cm^-1 = {coupling * to_mev:.3f} meV")
print(f"Bright level: {bright_level:.2f} cm^-1")
print(f"Dark level: {dark_level:.2f} cm^-1")
print(f"Intensity centroid: {centroid_lines:.2f} cm^-1")
print(f"Intensity variance: {variance_lines:.2f} cm^-2")
print(f"Numerical inverse, gap: {solution.x[0]:.5f} cm^-1")
print(f"Numerical inverse, |W|: {solution.x[1]:.5f} cm^-1")
print(f"Stronger line below, gap: {gap_reversed:.3f} cm^-1")
print(f"Stronger line below, |W|: {coupling_reversed:.3f} cm^-1")
for factor in (0.9, 1.1):
    trial_gap, trial_w = recover(splitting, factor * ratio)
    print(f"If R = {factor * ratio:.2f}: gap {trial_gap:.3f}, "
          f"|W| {trial_w:.3f} cm^-1")
print(f"Absorption ratio 3 means strength ratio: {strength_ratio:.4f}")
print(f"  gap then: {absorption_gap:.3f} cm^-1")
print(f"  |W| then: {absorption_w:.3f} cm^-1")
for r, (seen_ratio, seen_gap, seen_w) in biased.items():
    print(f"Overtone relative moment r (W > 0): {r:+.2f}")
    print(f"  its own strength / bright strength: {r * r:.4f}")
    print(f"  observed ratio: {seen_ratio:.3f}")
    print(f"  apparent gap: {seen_gap:.3f} cm^-1")
    print(f"  apparent |W|: {seen_w:.3f} cm^-1")
print(f"Two-mode model, cubic constant k: {cubic:.3f} cm^-1")
print(f"  harmonic gap put in: {gap:.3f} cm^-1")
print(f"  second-order shift, bright: {shift_b:.4f} cm^-1")
print(f"  second-order shift, dark: {shift_d:.4f} cm^-1")
print(f"  effective gap with shifts: {effective_gap:.3f} cm^-1")
print(f"  induced relative dark moment: {induced_r:.5f}")
print(f"  full splitting: {full_splitting:.3f} cm^-1")
print(f"  full strength ratio: {full_ratio:.3f}")
print(f"  gap recovered from full spectrum: {full_gap:.3f} cm^-1")
print(f"  gap predicted by perturbation: {predicted_gap:.3f} cm^-1")
print(f"  |W| recovered from full spectrum: {full_coupling:.3f} cm^-1")
print(f"Temperature: {temperature:.0f} K")
print(f"Rough rotational constant: {rotational_b:.1f} cm^-1")
print(f"  P-R separation, formula: {envelope:.1f} cm^-1")
print(f"  P-R separation, line list: {r_peak - p_peak:.1f} cm^-1")
print(f"Rough bends: {bends[0]:.0f}, {bends[1]:.0f} cm^-1")
print(f"  population outside ground: {100 * (1 - ground_fraction):.1f} %")
print("tests ok")
```

Printed output:

```
Input lines, upper and lower: 3310.0, 3290.0 cm^-1
Splitting S: 20.00 cm^-1; strength ratio R: 3.00
Strength fractions, upper and lower: 0.750, 0.250
Mixing angle: 30.00 degrees
Unperturbed gap: 10.000 cm^-1 = 1.240 meV
Coupling |W|: 8.660 cm^-1 = 1.074 meV
Bright level: 3305.00 cm^-1
Dark level: 3295.00 cm^-1
Intensity centroid: 3305.00 cm^-1
Intensity variance: 75.00 cm^-2
Numerical inverse, gap: 10.00000 cm^-1
Numerical inverse, |W|: 8.66025 cm^-1
Stronger line below, gap: -10.000 cm^-1
Stronger line below, |W|: 8.660 cm^-1
If R = 2.70: gap 9.189, |W| 8.882 cm^-1
If R = 3.30: gap 10.698, |W| 8.449 cm^-1
Absorption ratio 3 means strength ratio: 2.9819
  gap then: 9.954 cm^-1
  |W| then: 8.673 cm^-1
Overtone relative moment r (W > 0): -0.05
  its own strength / bright strength: 0.0025
  observed ratio: 2.396
  apparent gap: 8.222 cm^-1
  apparent |W|: 9.116 cm^-1
Overtone relative moment r (W > 0): +0.05
  its own strength / bright strength: 0.0025
  observed ratio: 3.806
  apparent gap: 11.678 cm^-1
  apparent |W|: 8.118 cm^-1
Two-mode model, cubic constant k: 17.321 cm^-1
  harmonic gap put in: 10.000 cm^-1
  second-order shift, bright: -0.0341 cm^-1
  second-order shift, dark: -0.3518 cm^-1
  effective gap with shifts: 10.318 cm^-1
  induced relative dark moment: -0.00131
  full splitting: 20.162 cm^-1
  full strength ratio: 3.077
  gap recovered from full spectrum: 10.272 cm^-1
  gap predicted by perturbation: 10.272 cm^-1
  |W| recovered from full spectrum: 8.674 cm^-1
Temperature: 300 K
Rough rotational constant: 1.2 cm^-1
  P-R separation, formula: 44.7 cm^-1
  P-R separation, line list: 45.6 cm^-1
Rough bends: 600, 700 cm^-1
  population outside ground: 17.0 %
tests ok
```
